# Dipole plasmon energy of a doped oxide nanocrystal: a numerical check

```python
"""Dipole plasmon of a small doped-oxide sphere.
Result under test: E0 = Ep / sqrt(eps_inf + 2 eps_m), Ep = hbar sqrt(n e^2/(eps0 m)).
n: electron density, m: optical mass, eps_inf: bound-charge background constant,
eps_m: constant of the surrounding medium, gamma: Drude damping energy.
Energies are in eV, lengths in nm; the time factor is exp(-i omega t).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, spherical_in, spherical_jn, spherical_yn

# Inputs; radius and the values after it are rough values for tin-doped indium oxide
density_cm3, mass, eps_inf, eps_m = 1e21, 0.35, 4.0, 2.25
radius, gamma0 = 10.0, 0.10
edge_mass, eps_static, bending, temperature = 0.22, 9.0, 0.5, 300.0

q = const.e
density = density_cm3 * 1e6
hbar_c = const.hbar * const.c / q * 1e9
plasma = const.hbar * np.sqrt(density * q**2 / (const.epsilon_0 * mass * const.m_e)) / q
S = eps_inf + 2 * eps_m
E0 = plasma / np.sqrt(S)
assert abs(E0 - 0.68) < 0.005


def drude(E, gamma=gamma0):
    return eps_inf - plasma**2 / (E**2 + 1j * gamma * E)


# Drude function against time integration of one driven, damped electron
drive = 0.6
period = 2 * np.pi / drive
start = 30 / gamma0
times = start + period * np.arange(64) / 64
motion = solve_ivp(lambda t, v: -gamma0 * v - np.cos(drive * t), (0, start + period),
                   [0.0], t_eval=times, rtol=1e-9, atol=1e-11)
velocity = 2 * np.mean(motion.y[0] * np.exp(1j * drive * times))
eps_from_motion = eps_inf - 1j * plasma**2 * velocity / drive
assert abs(eps_from_motion / drude(drive) - 1) < 1e-5


def electrostatic_mode(l, core=1.0):
    """Plasmon energy from discretized div(eps grad phi)=0, in s = ln(r/R).
    Free carriers fill r < core*R; no resonance formula is used."""
    edges = [-4.0, 0.0, 4.0] if core == 1 else [-4.0, np.log(core), 0.0, 4.0]
    pieces = [np.linspace(a, b, max(8, int(np.ceil((b - a) / 0.0125))), endpoint=False)
              for a, b in zip(edges[:-1], edges[1:])]
    s = np.concatenate(pieces + [[edges[-1]]])
    h, mid = np.diff(s), (s[1:] + s[:-1]) / 2

    def energy_matrix(weight):
        w = weight * np.exp(mid)
        bond, mass_term = w / h, l * (l + 1) * w * h / 2
        diagonal = (bond + mass_term)[:-1] + (bond + mass_term)[1:]
        return np.diag(diagonal) - np.diag(bond[1:-1], 1) - np.diag(bond[1:-1], -1)

    free = np.where(mid < np.log(core), 1.0, 0.0)
    background = np.where(mid < 0, eps_inf, eps_m)
    values = eigh(energy_matrix(free), energy_matrix(background), eigvals_only=True)
    surface = values[(values > 1e-3) & (values < 0.98 / eps_inf)]
    assert len(surface) == 1
    return plasma * np.sqrt(surface[0])


E_numeric = electrostatic_mode(1)
E_quad = plasma / np.sqrt(eps_inf + 1.5 * eps_m)
assert abs(E_numeric / E0 - 1) < 2e-4
assert abs(electrostatic_mode(2) / E_quad - 1) < 4e-4


def static_absorption(E, R, gamma=gamma0):
    eps = drude(E, gamma)
    alpha = 4 * np.pi * R**3 * (eps - eps_m) / (eps + 2 * eps_m)
    return np.sqrt(eps_m) * E / hbar_c * alpha.imag


def mie_absorption(E, R):
    """Absorption cross-section from the full Maxwell solution, in nm^2."""
    k = np.sqrt(eps_m) * E / hbar_c
    x, index = k * R, np.sqrt(drude(E) / eps_m)
    z, total = index * x, 0.0
    for l in (1, 2, 3):
        jx, djx = spherical_jn(l, x), spherical_jn(l, x, True)
        hx = jx + 1j * spherical_yn(l, x)
        dhx = djx + 1j * spherical_yn(l, x, True)
        jz, djz = spherical_jn(l, z), spherical_jn(l, z, True)
        px, dpx, pz, dpz = x * jx, jx + x * djx, z * jz, jz + z * djz
        xi, dxi = x * hx, hx + x * dhx
        a = (index * pz * dpx - px * dpz) / (index * pz * dxi - xi * dpz)
        b = (pz * dpx - index * px * dpz) / (pz * dxi - index * xi * dpz)
        total += (2 * l + 1) * ((a + b).real - abs(a)**2 - abs(b)**2)
    return 2 * np.pi / k**2 * total


def peak(function, low=0.3, high=1.0):
    return minimize_scalar(lambda E: -function(E), bounds=(low, high),
                           method="bounded", options={"xatol": 1e-10}).x


for E in np.linspace(0.4, 1.0, 25):
    assert abs(mie_absorption(E, 1.0) / static_absorption(E, 1.0) - 1) < 2e-3

# Position and full width at half maximum, for weak and strong damping
widths = []
for gamma in (gamma0, 3 * gamma0):
    top = peak(lambda E: static_absorption(E, radius, gamma))
    half = static_absorption(top, radius, gamma) / 2
    sides = [brentq(lambda E: static_absorption(E, radius, gamma) - half, a, b)
             for a, b in ((0.1, top), (top, 2.0))]
    widths.append(sides[1] - sides[0])
    assert abs(top - E0) < 1e-6 and abs(widths[-1] - gamma) < 1e-6


def peak_area(R):
    return 12 * np.pi * R**3 * eps_m**1.5 * E0**2 / (hbar_c * gamma0 * S)


assert abs(mie_absorption(E0, 1.0) / peak_area(1.0) - 1) < 2e-3
E_mie = peak(lambda E: mie_absorption(E, radius))
E_mie_large = peak(lambda E: mie_absorption(E, 5 * radius))
assert abs(E_mie - E0) < 0.002

# Nonparabolic band: C is set so that the optical mass at this density is the input mass
kF = (3 * np.pi**2 * density)**(1 / 3) * 1e-9
a_edge = const.hbar**2 / (2 * edge_mass * const.m_e) / q * 1e18
C = ((mass / edge_mass)**2 - 1) / (4 * a_edge * kF**2)


def stretch(k):
    return np.sqrt(1 + 4 * C * a_edge * k**2)


def inverse_mass(k):
    """One third of the Laplacian of the band energy, relative to the band edge."""
    return (1 / stretch(k)**3 + 2 / stretch(k)) / 3


cold = quad(lambda k: 3 * k**2 * inverse_mass(k), 0, kF)[0] / kF**3
assert abs(cold * mass / edge_mass - 1) < 1e-8
fermi = (stretch(kF) - 1) / (2 * C)
kT = const.k * temperature / q
k_grid = np.linspace(0, 2 * kF, 20001)
band = (stretch(k_grid) - 1) / (2 * C)


def thermal_sum(mu, weight=1.0):
    return 3 * trapezoid(k_grid**2 * expit((mu - band) / kT) * weight, k_grid) / kF**3


mu = brentq(lambda m: thermal_sum(m) - 1, 0.5 * fermi, 1.5 * fermi)
warm = thermal_sum(mu, inverse_mass(k_grid))
thermal_shift = E0 * (np.sqrt(warm / cold) - 1)
half_mass = edge_mass * stretch(kF / 2**(1 / 3))
E_half_fixed = E0 / np.sqrt(2)
E_half_band = E_half_fixed * np.sqrt(mass / half_mass)

# Electron pressure: closed condition against integration of the radial equations
hbar_vF = const.hbar**2 * kF * 1e9 / (mass * const.m_e) / q * 1e9
beta = np.sqrt(0.6) * hbar_vF


def pressure_condition(E):
    eps = eps_inf - plasma**2 / E**2
    y = radius * np.sqrt(plasma**2 / eps_inf - E**2) / beta
    delta = (eps - eps_inf) / eps_inf * spherical_in(1, y) / (y * spherical_in(1, y, True))
    return eps + 2 * eps_m * (1 + delta)


def pressure_determinant(E):
    """phi: potential, rho: induced charge; no normal current at the wall."""
    kappa2 = (plasma**2 / eps_inf - E**2) / beta**2

    def radial(r, u):
        phi, dphi, rho, drho = u
        return [dphi, 2 * phi / r**2 - 2 * dphi / r - rho / eps_inf,
                drho, 2 * rho / r**2 - 2 * drho / r + kappa2 * rho]

    r0 = 1e-2
    first = [-r0**3 / (10 * eps_inf), -3 * r0**2 / (10 * eps_inf), r0, 1.0]
    u = solve_ivp(radial, (r0, radius), first, method="DOP853",
                  rtol=1e-9, atol=1e-13).y[:, -1]
    phi, dphi, _, drho = u / u[3]
    wall = eps_inf * dphi + 2 * eps_m * phi / radius
    return plasma**2 * wall - (plasma**2 * dphi + beta**2 * drho) * S


E_pressure = brentq(pressure_condition, E0, 0.9)
E_pressure_ode = brentq(pressure_determinant, E0, 0.9, xtol=1e-8)
assert abs(E_pressure - E_pressure_ode) < 1e-4

# Carrier-free surface shell, thickness from the planar depletion estimate
shell = np.sqrt(2 * eps_static * const.epsilon_0 * bending / (q * density)) * 1e9
core = 1 - shell / radius
gf = (eps_inf - eps_m) / S * core**3
eps_core = -2 * eps_inf * (1 - gf) / (1 + 2 * gf)
E_shell = plasma / np.sqrt(eps_inf - eps_core)
assert abs(electrostatic_mode(1, core) / E_shell - 1) < 3e-4


# Neighbouring spheres in a film, Maxwell Garnett approximation
def film_loss(E, fill):
    ratio = fill * (drude(E) - eps_m) / (drude(E) + 2 * eps_m)
    return E * (eps_m * (1 + 2 * ratio) / (1 - ratio)).imag


film = {}
for fill in (0.1, 0.5):
    film[fill] = plasma / np.sqrt(eps_inf + eps_m * (2 + fill) / (1 - fill))
    assert abs(peak(lambda E: film_loss(E, fill)) - film[fill]) < 1e-6

mobility = const.hbar / (gamma0 * mass * const.m_e) * 1e4
electrons = density * 1e-27 * 4 * np.pi * radius**3 / 3


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("electron density", density_cm3, "cm^-3", ".1e")
show("optical mass", mass, "electron masses", ".2f")
show("background constant eps_inf", eps_inf, "", ".2f")
show("surrounding constant eps_m", eps_m, "", ".2f")
show("radius (rough)", radius, "nm", ".1f")
show("damping energy (rough)", gamma0, "eV", ".2f")
show("plasma energy without background", plasma, "eV")
show("eps_inf + 2 eps_m", S, "", ".2f")
show("square root of that sum", np.sqrt(S))
show("Drude constant at E0, no damping", drude(E0, 0.0).real, "", ".3f")
show("DIPOLE PLASMON ENERGY E0", E0, "eV")
show("vacuum wavelength at E0", 2 * np.pi * hbar_c / E0, "nm", ".0f")
show("dipole energy, numerical eigenvalue", E_numeric, "eV", ".5f")
show("quadrupole plasmon energy", E_quad, "eV")
show("absorption full width, first damping", widths[0], "eV")
show("absorption full width, triple damping", widths[1], "eV")
show("peak absorption cross-section", peak_area(radius), "nm^2", ".1f")
show("geometric cross-section", np.pi * radius**2, "nm^2", ".1f")
show("mobility implied by damping", mobility, "cm2/Vs", ".1f")
show("free electrons in the sphere", electrons, "", ".0f")
show("size parameter k R at E0", np.sqrt(eps_m) * E0 * radius / hbar_c)
show("retardation shift, given radius", 1e3 * (E_mie - E0), "meV", ".2f")
show("retardation shift, five times radius", 1e3 * (E_mie_large - E0), "meV", ".1f")
show("Fermi wavenumber", kF, "nm^-1", ".3f")
show("hbar times Fermi velocity", hbar_vF, "eV nm")
show("surface-scattering width, order of", hbar_vF / radius, "eV", ".3f")
show("energy with electron pressure", E_pressure, "eV")
show("electron-pressure shift", 1e3 * (E_pressure - E0), "meV", ".1f")
show("static constant (rough)", eps_static, "", ".1f")
show("surface band bending (rough)", bending, "V", ".2f")
show("depleted shell thickness", shell, "nm", ".3f")
show("energy with depleted shell", E_shell, "eV")
show("depletion shift", 1e3 * (E_shell - E0), "meV", ".1f")
for fill, energy in film.items():
    show(f"film plasmon energy at filling {fill:.1f}", energy, "eV")
show("band-edge mass (rough)", edge_mass, "electron masses", ".2f")
show("nonparabolicity C", C, "eV^-1", ".3f")
show("Fermi energy above band edge", fermi, "eV", ".3f")
show("temperature", temperature, "K", ".0f")
show("thermal energy kT", kT, "eV", ".5f")
show("thermal shift through the mass", 1e3 * thermal_shift, "meV", ".3f")
show("optical mass at half density", half_mass, "electron masses", ".3f")
show("energy at half density, fixed mass", E_half_fixed, "eV")
show("energy at half density, band mass", E_half_band, "eV")
print("verified")
```

Output:

```
electron density: 1.0e+21 cm^-3
optical mass: 0.35 electron masses
background constant eps_inf: 4.00
surrounding constant eps_m: 2.25
radius (rough): 10.0 nm
damping energy (rough): 0.10 eV
plasma energy without background: 1.9848 eV
eps_inf + 2 eps_m: 8.50
square root of that sum: 2.9155
Drude constant at E0, no damping: -4.500
DIPOLE PLASMON ENERGY E0: 0.6808 eV
vacuum wavelength at E0: 1821 nm
dipole energy, numerical eigenvalue: 0.68078 eV
quadrupole plasmon energy: 0.7309 eV
absorption full width, first damping: 0.1000 eV
absorption full width, triple damping: 0.3000 eV
peak absorption cross-section: 351.6 nm^2
geometric cross-section: 314.2 nm^2
mobility implied by damping: 33.1 cm2/Vs
free electrons in the sphere: 4189
size parameter k R at E0: 0.0518
retardation shift, given radius: -0.58 meV
retardation shift, five times radius: -14.1 meV
Fermi wavenumber: 3.094 nm^-1
hbar times Fermi velocity: 0.6735 eV nm
surface-scattering width, order of: 0.067 eV
energy with electron pressure: 0.7111 eV
electron-pressure shift: 30.3 meV
static constant (rough): 9.0
surface band bending (rough): 0.50 V
depleted shell thickness: 0.705 nm
energy with depleted shell: 0.6609 eV
depletion shift: -19.8 meV
film plasmon energy at filling 0.1: 0.6526 eV
film plasmon energy at filling 0.5: 0.5083 eV
band-edge mass (rough): 0.22 electron masses
nonparabolicity C: 0.231 eV^-1
Fermi energy above band edge: 1.279 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
thermal shift through the mass: -0.166 meV
optical mass at half density: 0.308 electron masses
energy at half density, fixed mass: 0.4814 eV
energy at half density, band mass: 0.5129 eV
verified
```
